# When ferroelectric voltage falls while charge rises in a resistor-driven Landau-Khalatnikov capacitor, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The circuit and the instantaneous condition

### A film with neither viscosity nor background capacitance

Suppose that a ferroelectric capacitor holds a charge \(q\) and that its voltage is a static function of this charge, \(V=v(q)\). A source of constant voltage \(V_s\) charges it through a resistor \(R\). Current is counted positive when it carries positive charge onto the plate where \(V\) is measured. The resistor carries \((V_s-V)/R\), and all of this current goes into \(q\):
\[
\frac{dq}{dt}=\frac{V_s-v(q)}{R}.
\]
The chain rule gives the rate of change of the voltage,
\[
\frac{dV}{dt}=v'(q)\frac{dq}{dt}=v'(q)\,\frac{V_s-v(q)}{R},
\]
where the prime denotes differentiation with respect to \(q\).

While \(V_s>v(q)\), the charge increases. The voltage then has the sign of slope given by \(v'(q)\). An ordinary capacitor has \(v=q/C\) with \(C>0\), so its voltage rises. A Landau ferroelectric has a range of charge in which \(v'(q)<0\), and there the voltage falls although the resistor still delivers charge. In this special case the required condition is simply \(v'(q)<0\) together with \(V_s>v(q)\).

A real film differs in several ways, of which two are treated first. Its polarization responds with a viscous delay, and part of its charge is an ordinary linear dielectric charge. The first changes the size of the voltage drop. The second changes the condition itself, because the resistor current and the polarization current are then no longer equal.

### The static Landau curve

The film has thickness \(d\), area \(A\) and uniform switching polarization \(P\). Uniformity is an assumption: the whole film is treated as one domain. Capacitors as large as the one in the example below ordinarily switch through many domains, so its numbers illustrate the model and do not predict the transient of a particular device. The Landau energy per volume is taken as \(aP^2/2+bP^4/4\) with \(a<0\) and \(b>0\). Its derivative is the static field, so that
\[
v=d\,(aP+bP^3),\qquad q=AP .
\]
The coefficients \(a\) and \(b\) belong to this form of the energy; another convention for its prefactors would rescale them.

At zero voltage the nonzero solutions satisfy \(a+bP^2=0\). The remanent polarization is therefore \(P_r=\sqrt{-a/b}\), and \(b=-a/P_r^2\). The extrema of \(v\) satisfy \(a+3bP^2=0\), or
\[
P^2=-\frac{a}{3b}=\frac{P_r^2}{3}.
\]
Write \(P_i=P_r/\sqrt3\). At \(P=-P_i\) the field is
\[
-aP_i-bP_i^3=-aP_i\left(1-\frac{P_i^2}{P_r^2}\right)
=-\frac23aP_i=-\frac{2aP_r}{3\sqrt3}.
\]
This is positive, and it is the homogeneous coercive field \(E_c\). Solving for the coefficient gives
\[
a=-\frac{3\sqrt3}{2}\frac{E_c}{P_r}.
\]
With \(q_r=AP_r\), \(q_i=AP_i=q_r/\sqrt3\) and \(V_c=E_cd\), the curve becomes
\[
v(q)=\frac{3\sqrt3}{2}V_c
\left[\left(\frac{q}{q_r}\right)^3-\frac{q}{q_r}\right],
\]
and its slope is
\[
v'(q)=\frac{3\sqrt3}{2}\frac{V_c}{q_r}
\left[3\left(\frac{q}{q_r}\right)^2-1\right].
\]
Thus \(v(-q_i)=V_c\), \(v(q_i)=-V_c\), and \(v'(q)<0\) for \(-q_i<q<q_i\). This interval will be called the negative-slope region.

### Adding viscosity

The Landau-Khalatnikov equation is
\[
\rho\frac{dP}{dt}=E-aP-bP^3,
\]
where \(E=V/d\) and \(\rho>0\) is the viscosity coefficient. Multiply by \(d\) and use \(dP/dt=(1/A)\,dq/dt\):
\[
r\frac{dq}{dt}=V-v(q),\qquad r=\frac{\rho d}{A}.
\]
The quantity \(r\) has the dimension of resistance. The measured film voltage is therefore \(V=v(q)+r\,dq/dt\), the static voltage plus a viscous one.

If there is still no background capacitance, the resistor obeys \(V_s-V=R\,dq/dt\). Adding the two relations eliminates \(V\):
\[
V_s-v(q)=(R+r)\frac{dq}{dt}.
\]
Substitution into the film equation gives
\[
V=v+\frac{r(V_s-v)}{R+r}
=\frac{rV_s+Rv(q)}{R+r}.
\]
This combination will be needed again, so define
\[
W(q)=\frac{rV_s+Rv(q)}{R+r},\qquad
g=\frac{R}{R+r},\qquad W'(q)=g\,v'(q).
\]
For constant \(V_s\), \(dV/dt=g\,v'(q)\,dq/dt\). Since \(0<g<1\), viscosity reduces the voltage change but leaves its sign unaltered. The viscous term \(r\,dq/dt\) increases while \(v\) falls, because the current increases, and it hides part of the static drop.

### Adding linear capacitance

The dielectric displacement contains, besides \(P\), a linear part \(\epsilon_0\epsilon_bE\), where \(\epsilon_b\) is the background relative permittivity and includes the vacuum contribution. It is not the measured small-signal permittivity, because the Landau curve adds its own response \(1/v'(q)\). At \(q=\pm q_r\) this amounts to 0.385 nF in the example below, more than the background part. This gives the film a background capacitance
\[
C_b=\frac{\epsilon_0\epsilon_bA}{d}.
\]
Let \(C_p\ge0\) be any external capacitance connected across the film, and let \(C_0=C_b+C_p>0\). The total charge delivered through \(R\), up to its initial value, is
\[
Q=C_0V+q.
\]
The two currents of interest are the supplied current and the polarization current,
\[
i_R=\frac{V_s-V}{R},\qquad
i_P=\frac{dq}{dt}=\frac{V-v(q)}{r}.
\]
Conservation of charge at the node reads \(dQ/dt=i_R\). Differentiating \(Q\) gives \(dQ/dt=C_0\,dV/dt+i_P\), hence
\[
C_0\frac{dV}{dt}=i_R-i_P.
\]
The voltage falls when polarization takes up charge faster than the resistor supplies it. The linear capacitance makes up the difference by discharging.

### The condition

Charge rises when \(i_R>0\), and voltage falls when \(i_P>i_R\). Both happen at once if and only if
\[
0<\frac{V_s-V}{R}<\frac{V-v(q)}{r}.
\]
To turn this into a statement about voltages, insert the two currents into the node equation:
\[
C_0\frac{dV}{dt}
=\frac{V_s}{R}+\frac{v}{r}-V\left(\frac1R+\frac1r\right).
\]
Multiply by \(Rr/(R+r)\). The last bracket equals \((R+r)/(Rr)\), so it becomes one, while the first two terms become \((rV_s+Rv)/(R+r)=W\). With
\[
\tau=C_0\frac{Rr}{R+r},
\]
the result is
\[
\tau\frac{dV}{dt}=W(q)-V.
\]
The transient condition is therefore
\[
\boxed{W(q)<V<V_s}.
\]
The left inequality states that the voltage falls; the right one states that the stored charge rises. Nothing has been approximated within the circuit model. The two inequalities also hold instant by instant for a varying source, if \(V_s\) is replaced by its momentary value, since no derivative of \(V_s\) was taken in reaching them.

The time \(\tau\) is that of \(C_0\) discharging through \(R\) and \(r\) in parallel. The voltage \(V\) pursues the moving target \(W(q)\) with this delay. A negative slope of \(v\) makes the target fall, but the voltage follows it downwards only once the target has dropped below \(V\). This is why a negative slope at a given instant does not by itself ensure a falling voltage.

### The sign of the charging current

Now take a step of constant \(V_s>0\), applied at \(t=0\) to a film with \(q=-q_r\) and \(V=0\). The right-hand inequality, \(V<V_s\), then holds throughout the transient. To prove it, introduce
\[
z=V_s-V,\qquad y=V-v(q).
\]
The node equation is \(dV/dt=z/(RC_0)-y/(rC_0)\). Hence
\[
\frac{dz}{dt}=-\frac{z}{RC_0}+\frac{y}{rC_0}.
\]
For \(y\), use \(dv/dt=v'(q)\,y/r\):
\[
\frac{dy}{dt}=\frac{z}{RC_0}
-\left[\frac{1}{rC_0}+\frac{v'(q)}{r}\right]y.
\]
Each variable is driven by a positive multiple of the other. The initial values are \(z=V_s>0\) and \(y=0\), since \(v(-q_r)=0\). The initial slope of \(y\) is \(V_s/(RC_0)>0\), so \(y\) becomes positive immediately.

Suppose \(y\) returned to zero for the first time at some \(t_*\). Up to that time \(y\ge0\), so \(dz/dt\ge-z/(RC_0)\), and
\[
z(t)\ge V_se^{-t/(RC_0)}>0 .
\]
Denote the square bracket in the equation for \(dy/dt\) by \(k(t)\), so that \(dy/dt=z/(RC_0)-k(t)y\). Its solution with \(y(0)=0\) is
\[
y(t)=\int_0^t\frac{z(s)}{RC_0}
\exp\left[-\int_s^tk(u)\,du\right]ds .
\]
The exponential is positive whatever the sign of \(k\). With \(z>0\), this gives \(y(t_*)>0\), a contradiction. Therefore \(y>0\) for all \(t>0\), and the lower bound on \(z\) then holds for all time as well. In the original variables,
\[
v(q)<V<V_s\qquad(t>0).
\]
Both \(i_P\) and \(i_R\) are positive, so \(q\) and \(Q\) increase throughout the step response. The condition for the falling voltage reduces to \(V>W(q)\).

When \(C_p>0\), the charge on the film alone is \(q_F=C_bV+q\). It differs from \(Q\) by \(C_pV\), so
\[
\frac{dq_F}{dt}=i_R-C_p\frac{dV}{dt}.
\]
During a fall the last term is positive, and \(dq_F/dt\ge i_R>0\). The film's own charge therefore increases too; the effect is not a transfer of charge out of the film into the parallel capacitor.

### How far the polarization moves

The bound \(v(q)<V_s\) limits \(q\), because \(v\) grows without limit at large positive charge. As \(q\) and \(Q\) increase and are bounded, both converge, and so does \(V\). Their rates can settle only where \(i_R=i_P=0\), which means \(V=V_s=v(q)\).

If \(V_s>V_c\), no charge between \(-q_r\) and \(q_r\) satisfies this equality. The final charge lies above \(q_r\), and the film crosses the whole negative-slope region. If \(0<V_s\le V_c\), the path is confined to the lower branch: \(v(q)<V_s\) holds strictly, and \(q\) cannot pass the first point at which \(v=V_s\). That point lies at or below \(-q_i\), so the negative-slope region is not entered.

### Numbers at one instant

The example uses round model parameters: \(d=10\) nm, \(A=10^4\) μm², \(P_r=20\) μC/cm², \(E_c=1\) MV/cm, \(\epsilon_b=30\), \(\rho=50\) Ω m, \(R=1000\) Ω and \(V_s=3\) V. They give \(V_c=1\) V, \(q_r=2\) nC, \(q_i=1.155\) nC, \(r=50\) Ω and \(C_b=265.6\) pF. There is no external capacitance at first. In V, kΩ, mA, nC, nF and μs, the equations need no conversion factors.

At the instant when \(q=0\), the integrated circuit equations give \(V=0.2053\) V. Here \(v=0\), so
\[
W=\frac{0.05\times3}{1.05}=0.143\ \text{V}.
\]
The condition \(0.143<0.205<3\) is met. In terms of currents,
\[
i_R=\frac{3-0.2053}{1}=2.795\ \text{mA},\qquad
i_P=\frac{0.2053}{0.05}=4.11\ \text{mA}.
\]
The linear capacitance supplies the missing 1.31 mA, and the voltage changes at
\[
\frac{dV}{dt}=\frac{-1.31}{0.2656}=-4.93\ \text{V/μs}.
\]
The apparent differential capacitance is \(dQ/dV=i_R/(dV/dt)=2.795/(-4.93)=-0.567\) nF.

## Part 2. Beginning, end and size of the fall

### Symbols and results carried over

The film voltage is \(V\), the switching charge is \(q\), and the total charge is \(Q=C_0V+q\), with \(C_0>0\) the background plus external capacitance. The source \(V_s\) drives the film through \(R\); the viscous resistance is \(r\). The static curve \(v(q)\) has its maximum \(V_c\) at \(-q_i\) and its minimum \(-V_c\) at \(q_i\), with negative slope between them. The currents are \(i_R=(V_s-V)/R\) and \(i_P=dq/dt=(V-v)/r\). Further,
\[
g=\frac{R}{R+r},\quad
W=\frac{rV_s+Rv(q)}{R+r},\quad
\tau=C_0\frac{Rr}{R+r},\quad
\tau\frac{dV}{dt}=W-V .
\]
After a constant positive step from \(q=-q_r\), \(V=0\), both \(q\) and \(Q\) increase, and \(V<V_s\). The voltage falls while \(V>W(q)\). For \(V_s>V_c\) the charge \(q\) crosses the whole negative-slope region.

### The voltage slope carries a memory

Differentiate the last equation with respect to time. Since \(V_s\) is constant and \(W'=gv'\),
\[
\tau\frac{d^2V}{dt^2}+\frac{dV}{dt}=g\,v'(q)\frac{dq}{dt}.
\]
Multiplication by \(e^{t/\tau}/\tau\) makes the left side a total derivative:
\[
\frac{d}{dt}\left(e^{t/\tau}\frac{dV}{dt}\right)
=\frac{g}{\tau}e^{t/\tau}v'(q)\frac{dq}{dt}.
\]
At \(t=0\), \(i_P=0\) and \(i_R=V_s/R\), so the initial slope is \(V_s/(RC_0)\). Integration gives
\[
\frac{dV}{dt}=e^{-t/\tau}\left[
\frac{V_s}{RC_0}+\frac{g}{\tau}\int_0^t
e^{s/\tau}v'(q(s))\frac{dq}{ds}\,ds\right].
\]
The present slope of \(V\) is thus a weighted record of the static slopes already traversed, with a memory time \(\tau\). Since \(dq/ds>0\), the sign of each contribution is the sign of \(v'\).

The voltage falls while the charge rises exactly when \(W(q)<V<V_s\), and after a constant step the voltage slope carries a memory, of duration \(\tau\), of the static slopes already traversed. It remains to determine whether a fall occurs, when it begins and ends, how large it is, and what a measured fall can establish.

All numerical values are calculated from the stated model.
